# Oxygen Chemical Potential from the Ideal-Gas Partition Function of O2

An oxide held in oxygen gas can gain or lose oxygen atoms. Which phase is stable, and how much a defect costs, then depends on the energy at which the gas supplies an atom. An electronic-structure calculation gives the energy of one O$_2$ molecule at zero temperature; the step to a real furnace, with a temperature $T$ and a pressure $p$, is made here by statistical mechanics.

Hartree atomic units are used ($\hbar=m_e=e=1$, energy in hartree, length in bohr), with kelvin and bar for the experimental conditions and electronvolts for the main results. Boltzmann's constant is $k$. The gas is taken as dilute, with no forces between molecules, and as undissociated. Both nuclei are $^{16}$O, with the atomic mass rounded to 16 u.

## (a) From molecules to atoms

**A solid exchanges oxygen with O$_2$ gas at fixed $T$ and $p$. How is the chemical potential $\mu_{\rm O}$ of an oxygen atom related to that of the molecule, $\mu_{\rm O_2}$? Choose a zero of energy.**

**Solution.** Let the solid hold $n$ oxygen atoms and the gas $N$ molecules. The total $n+2N$ is fixed, so $dn=-2\,dN$. At fixed $T$ and $p$ the Gibbs energy $G$ of solid and gas together is a minimum in equilibrium. Its change under a small exchange is

$$dG=\mu_{\rm O}\,dn+\mu_{\rm O_2}\,dN=(\mu_{\rm O_2}-2\mu_{\rm O})\,dN .$$

Since $dN$ may have either sign, the bracket must vanish:

$$\mu_{\rm O}=\tfrac12\,\mu_{\rm O_2}.$$

This needs a solid that really exchanges oxygen with the gas. If the exchange is too slow, the gas does not fix $\mu_{\rm O}$ in the solid.

For the zero of energy, let $E_{\rm el}$ be the electronic energy of the molecule at its equilibrium bond length, including the repulsion of the nuclei. For a harmonic bond, a molecule at rest in its lowest vibrational state has the energy

$$E_0=E_{\rm el}+\tfrac12\omega ,$$

where $\omega$ is the vibrational quantum and $\omega/2$ the zero-point energy. We define

$$\Delta\mu_{\rm O}(T,p)=\mu_{\rm O}(T,p)-\tfrac12E_0 .$$

The zero-point energy is thus part of the reference. Part (f) gives the change if it is left out.

## (b) Chemical potential of a dilute gas

**Let $q$ be the partition function of one molecule in the volume $V$, with energies counted from $E_0$. Find $\mu_{\rm O_2}$ for $N$ molecules.**

**Solution.** If the molecules do not interact, their energies add. Summing over the states of each molecule separately gives $q^N$, but this counts every arrangement of the same $N$ identical molecules over $N$ different states $N!$ times. If there are far more accessible states than molecules, double occupation is rare and division by $N!$ corrects the count:

$$Q=e^{-NE_0/kT}\,\frac{q^N}{N!}.$$

The Helmholtz energy $F=-kT\ln Q$ is

$$F(N)=NE_0-kT\left(N\ln q-\ln N!\right).$$

The chemical potential is the cost of one more molecule at fixed $T$ and $V$. Because $\ln (N+1)!-\ln N!=\ln(N+1)$,

$$F(N+1)-F(N)=E_0-kT\ln\frac{q}{N+1}.$$

For large $N$ the difference between $N+1$ and $N$ is immaterial, so

$$\mu_{\rm O_2}=E_0-kT\ln\frac qN .$$

The ratio $q/N$ is roughly the number of accessible states per molecule. When it is large, $\mu_{\rm O_2}$ lies below $E_0$: a molecule entering the gas gains entropy.

## (c) Translation and pressure

**The gas fills a cube of side $L$. Find the translational partition function and express $q/N$ through the pressure.**

**Solution.** A molecule of mass $m$ in the cube has the energies

$$\frac{\pi^2}{2mL^2}\left(n_x^2+n_y^2+n_z^2\right),\qquad n_x,n_y,n_z=1,2,3,\dots$$

The Boltzmann factor is a product of three factors, so the sum is the cube of a one-dimensional sum. With $\alpha=\pi^2/(2mL^2kT)$ very small, the terms change slowly with $n$, and the sum may be replaced by an integral:

$$\sum_{n=1}^{\infty}e^{-\alpha n^2}\approx\int_0^\infty e^{-\alpha n^2}dn=\frac12\sqrt{\frac{\pi}{\alpha}}
=\frac12\sqrt{\frac{2mL^2kT}{\pi}}=L\sqrt{\frac{mkT}{2\pi}} .$$

This is $L/\lambda$, with the thermal wavelength

$$\lambda=\sqrt{\frac{2\pi}{mkT}} .$$

The terms decrease with $n$, so the sum and the integral differ by less than one, which is negligible when $L\gg\lambda$. Cubing gives $q_{\rm tr}=V/\lambda^3$.

Rotation, vibration and electron spin do not depend on the volume. Their partition function $q_{\rm int}$ multiplies the translational one:

$$q=\frac{V}{\lambda^3}\,q_{\rm int}.$$

In $F$ the volume therefore appears only in the term $-NkT\ln V$, and

$$p=-\left(\frac{\partial F}{\partial V}\right)_{T,N}=\frac{NkT}{V}.$$

Hence $V/N=kT/p$, and

$$\frac qN=\frac{kT}{p\lambda^3}\,q_{\rm int}.$$

The counting in part (b) needs many accessible states per molecule. It is safe when $p\lambda^3/kT\ll1$, that is, when the volume per molecule is much larger than $\lambda^3$. This condition is sufficient rather than necessary, because internal states spread the molecules over still more states.

In a mixture of ideal gases, $N$ still counts the O$_2$ molecules. The same steps then hold with $p$ as the partial pressure of O$_2$.

## (d) Rotation of a molecule with identical nuclei

**Treat the molecule as a rigid rotor. Which rotational levels are allowed, and what is their partition function when $kT$ is large compared with the level spacing?**

**Solution.** Let $r_e$ be the bond length and $m_r$ the reduced mass, half the mass of one atom. The moment of inertia is $m_rr_e^2$, and the levels are

$$E_J=BJ(J+1),\qquad B=\frac{1}{2m_rr_e^2},$$

each with $2J+1$ states. Here $J$ counts the rotation without the electron spin, which is treated separately.

The $^{16}$O nucleus has spin zero and is a boson, so the wave function must stay the same when the two nuclei are exchanged. The exchange reverses the molecular axis. Three factors respond:

- The vibrational factor depends on the distance between the nuclei alone and does not change.
- The rotational factor is a spherical harmonic and acquires $(-1)^J$.
- The electronic factor belonging to the reversed axis follows from the original one by a half-turn about a perpendicular axis, say $x$.

For the last factor, put the molecule along $z$. In the ground state two electrons with parallel spins occupy the two antibonding $\pi$ orbitals, which have the symmetry of $xz$ and $yz$. Parallel spins require the antisymmetric spatial combination

$$\pi_x(1)\pi_y(2)-\pi_y(1)\pi_x(2).$$

The half-turn takes $(x,y,z)$ to $(x,-y,-z)$. Then $xz$ changes sign and $yz$ does not, so the combination changes sign. The filled shells are unaffected. The total sign is $-(-1)^J$, which equals $+1$ for odd $J$. Even $J$ is forbidden.

The rotational partition function is therefore

$$q_{\rm rot}=\sum_{J=1,3,5,\dots}f(J),\qquad f(J)=(2J+1)\,e^{-BJ(J+1)/kT}.$$

Each odd $J$ is the midpoint of an interval of length 2, beginning with the interval from 0 to 2. For $kT\gg B$ the function is nearly a straight line across each interval (near $J=0$ it is close to $2J+1$, which changes a lot but linearly). The integral over an interval is then close to twice the midpoint value, and the sum is half the integral. With $u=J(J+1)$ and $du=(2J+1)\,dJ$,

$$q_{\rm rot}\approx\frac12\int_0^\infty f(J)\,dJ=\frac12\int_0^\infty e^{-Bu/kT}du=\frac{kT}{2B}.$$

The factor 2 in the denominator comes from the missing half of the levels.

The leading correction is also within reach. Expanding $f$ about the midpoint $J$ of an interval gives

$$\int_{J-1}^{J+1}f\,dJ'\approx2f(J)+\tfrac13f''(J).$$

Summed over all intervals, $\sum f''\approx\frac12\int_0^\infty f''dJ=-\frac12f'(0)\approx-1$, because $f'(0)=2-B/kT\approx2$. Thus

$$\int_0^\infty f\,dJ\approx2q_{\rm rot}-\tfrac13,\qquad q_{\rm rot}\approx\frac{kT}{2B}+\frac16 .$$

The correction $1/6$ is small when $kT/(2B)$ is in the hundreds, and it is dropped from here on.

## (e) Vibration and electron spin

**Find the remaining factors for a harmonic bond with force constant $K$ and a spin-triplet ground state.**

**Solution.** The vibrational quantum is $\omega=\sqrt{K/m_r}$, and the levels are $(v+\frac12)\omega$ with $v=0,1,2,\dots$ The part $\omega/2$ is already in $E_0$, so the energies to be summed are $v\omega$. The geometric series gives

$$q_{\rm vib}=\sum_{v=0}^{\infty}\left(e^{-\omega/kT}\right)^v=\frac{1}{1-e^{-\omega/kT}} .$$

Two parallel electron spins form a total spin $S=1$ with $2S+1=3$ orientations. Their small energy differences are ignored compared with $kT$, so the spin contributes a factor $g=3$. In the rigid harmonic model the internal energies add, and

$$q_{\rm int}=g\,q_{\rm rot}\,q_{\rm vib}.$$

## (f) The complete formula

**Assemble $\Delta\mu_{\rm O}(T,p)$. How does it change with pressure, and how does it change if the reference is the bare electronic energy?**

**Solution.** Parts (a) and (b) give

$$\Delta\mu_{\rm O}=\tfrac12\left(\mu_{\rm O_2}-E_0\right)=-\frac{kT}{2}\ln\frac qN .$$

Inserting the factors from parts (c) to (e),

$$\boxed{\;\Delta\mu_{\rm O}(T,p)=-\frac{kT}{2}\ln\left[\frac{kT}{p\lambda^3}\cdot g\cdot\frac{kT}{2B}\cdot\frac{1}{1-e^{-\omega/kT}}\right]\;}$$

At fixed temperature the pressure enters through $1/p$ in the logarithm. For two pressures $p$ and $p_0$ everything else cancels:

$$\Delta\mu_{\rm O}(T,p)-\Delta\mu_{\rm O}(T,p_0)=-\frac{kT}{2}\left(\ln\frac1p-\ln\frac1{p_0}\right)=\frac{kT}{2}\ln\frac{p}{p_0}.$$

A tenfold increase in pressure raises $\Delta\mu_{\rm O}$ by $(kT/2)\ln10$. The step is proportional to $T$. The factor $\frac12$ is there because one molecule supplies two atoms.

For the other reference, use $E_0=E_{\rm el}+\omega/2$:

$$\mu_{\rm O}-\tfrac12E_{\rm el}=\Delta\mu_{\rm O}+\tfrac12\left(E_0-E_{\rm el}\right)=\Delta\mu_{\rm O}+\frac{\omega}{4}.$$

The physical $\mu_{\rm O}$ is the same; it is measured from a lower zero. A value of the oxygen chemical potential is therefore complete only with its reference.

As $T$ decreases at fixed pressure, the prefactor $kT$ drives $\Delta\mu_{\rm O}$ towards zero. The formula cannot be followed all the way: it fails when $kT$ is no longer large compared with $B$ and with the splitting of the three spin components (a few cm$^{-1}$, somewhat larger than $B$), and earlier if the gas condenses.

## (g) Numbers at 1000 K and 1 bar

**A spin-unrestricted PBE calculation in the def2-SVP basis gives $r_e=2.2934$ bohr and $K=0.7851$ hartree/bohr$^2$ for triplet O$_2$. Evaluate $\Delta\mu_{\rm O}$ and its change per decade of pressure.**

**Solution.** The masses are $m=58332.4$ and $m_r=14583.1$ electron masses. At 1000 K, $kT=0.0031668$ hartree, and 1 bar is $3.39893\times10^{-9}$ hartree/bohr$^3$.

*Translation.* The thermal wavelength is

$$\lambda=\sqrt{\frac{2\pi}{58332.4\times0.0031668}}=0.18443\ \text{bohr},$$

and the volume per molecule is $kT/p=9.317\times10^5$ bohr$^3$. Therefore

$$\frac{kT}{p\lambda^3}=\frac{9.317\times10^5}{(0.18443)^3}=1.485\times10^8,\qquad \ln(1.485\times10^8)=18.82 .$$

*Spin.* $\ln3=1.10$.

*Rotation.* The rotational constant is

$$B=\frac{1}{2\times14583.1\times(2.2934)^2}=6.519\times10^{-6}\ \text{hartree},$$

so $kT/(2B)=242.9$, with logarithm $5.49$.

*Vibration.* The quantum is $\omega=\sqrt{0.7851/14583.1}=0.00734$ hartree, so $\omega/kT=2.317$. The factor is $1/(1-e^{-2.317})=1.109$, with logarithm $0.10$.

The logarithms add up to

$$18.82+1.10+5.49+0.10=25.51 .$$

With $kT/2=0.0015834$ hartree,

$$\Delta\mu_{\rm O}=-0.0015834\times25.51=-0.0404\ \text{hartree}=-1.10\ \text{eV}.$$

Translation contributes $-0.0298$ hartree, rotation $-0.0087$, spin $-0.0017$ and vibration $-0.0002$. Nearly three quarters of the result thus comes from the freedom of the molecule to move through the volume $kT/p$.

The step per decade of pressure is

$$\frac{kT}{2}\ln10=0.0015834\times2.3026=0.00365\ \text{hartree}=0.099\ \text{eV}.$$

Measured from half the bare electronic energy, the chemical potential is higher by $\omega/4=0.0018$ hartree. It is then $-0.0386$ hartree, or $-1.05$ eV.

**How much do errors of the molecular calculation matter?** Since $B\propto r_e^{-2}$, a bond length 1% too long raises the logarithm by about $0.02$. This shifts $\Delta\mu_{\rm O}$ by $-0.0015834\times0.02\approx-3\times10^{-5}$ hartree, less than 0.1% of the result. For the vibration,

$$\frac{\partial\Delta\mu_{\rm O}}{\partial\omega}=\frac{kT}{2}\,\frac{\partial}{\partial\omega}\ln\left(1-e^{-\omega/kT}\right)=\frac12\,\frac{1}{e^{\omega/kT}-1}\approx0.055 .$$

An error of 5% in $\omega$, or $4\times10^{-4}$ hartree, changes $\Delta\mu_{\rm O}$ by about $2\times10^{-5}$ hartree. A calculation whose errors in $r_e$ and $\omega$ stay of this size is therefore sufficient for $\Delta\mu_{\rm O}$; the digits given for $r_e$ and $K$ are not converged in the basis. In the larger def2-TZVP basis the same functional gives $r_e=2.303$ bohr and $K=0.733$ hartree/bohr$^2$, that is, a bond 0.4% longer and $\omega$ about 3% lower. This moves $\Delta\mu_{\rm O}$ by about $-0.001$ eV and $\omega/4$ by about $-0.002$ eV. This says nothing about the accuracy of $E_0$ itself, which enters $\mu_{\rm O}$ directly and not through a logarithm. That error can be far larger: PBE binds O$_2$ by about 6.4 eV in def2-SVP and 6.25 eV in def2-TZVP, against a measured well depth of about 5.2 eV. The excess of 0.5 to 0.6 eV per atom corresponds to five or six decades of pressure at 1000 K, and how much of it cancels against errors in the energies of the solids must be examined case by case.

## (h) How good are the approximations?

**Estimate what the formula leaves out at 1000 K and 1 bar.**

**Solution.** The counting by $N!$ is safe, because $p\lambda^3/kT=6.7\times10^{-9}$. The other approximations are as follows.

*Sums replaced by integrals.* The explicit sum over odd $J$ is $243.07$, against $kT/(2B)=242.91$. The difference is the $1/6$ found in part (d). Summing box, rotational and vibrational levels explicitly changes $\Delta\mu_{\rm O}$ by about $10^{-6}$ hartree.

*Rigid harmonic molecule.* A real bond softens when stretched, and it lengthens as the molecule rotates faster. To estimate the effect, a Morse curve was given the bond length, curvature and third derivative of the computed bond curve, and its rotation-vibration levels were found by diagonalization. Counted from the lowest vibrational level of the Morse curve at $J=0$, which now plays the part of $E_0$, and compared with the closed formula (so that the $1/6$ correction is included), they shift $\Delta\mu_{\rm O}$ by about $-2.5\times10^{-5}$ hartree, about 0.06% of its magnitude. The lowest Morse level is not exactly $E_{\rm el}+\omega/2$; this anharmonic change of the zero-point energy is not part of the shift.

*Excited electronic states.* Take the first excited state as two-fold degenerate, at a gap $\Delta$ of very roughly 1 eV. The electronic factor becomes $3+2e^{-\Delta/kT}$ instead of 3, which shifts the result by

$$-\frac{kT}{2}\ln\left(1+\tfrac23e^{-\Delta/kT}\right)\approx-1\times10^{-8}\ \text{hartree}.$$

*Lowest rotational level.* Because $J=0$ is forbidden, the lowest allowed level of the rigid rotor, with the spin splitting ignored, lies $2B$ above $E_0$. Per atom this is $B=6.5\times10^{-6}$ hartree. It is a matter of reference, since the sum over odd $J$ already contains this energy.

None of these changes the value $-1.10$ eV. Forces between molecules have not been estimated; their neglect is an assumption, which becomes worse as the gas is compressed.

## (i) Reading a phase diagram

**A calculation places the boundary between two oxide phases at a certain $\Delta\mu_{\rm O}$. How is this turned into furnace conditions?**

**Solution.** At 1 bar the formula gives:

| $T$ (K) | $\Delta\mu_{\rm O}$ (eV) | step per decade (eV) |
|---|---|---|
| 300 | −0.27 | 0.030 |
| 500 | −0.50 | 0.050 |
| 800 | −0.85 | 0.079 |
| 1000 | −1.10 | 0.099 |
| 1200 | −1.35 | 0.119 |

The entry at 1200 K is $-1.355$ eV before rounding, and the anharmonic correction of part (h), which grows with $T$, is enough to turn it into $-1.36$ eV. The magnitude grows faster than in proportion to $T$. Besides the prefactor $kT$, the logarithm itself grows, because a hotter gas at the same pressure has more accessible states per molecule.

For other pressures, solve the pressure law of part (f) for $p$. A boundary at $\Delta\mu^*$ is reached at

$$p^*=p_0\exp\left[\frac{2\left(\Delta\mu^*-\Delta\mu_{\rm O}(T,p_0)\right)}{kT}\right].$$

Suppose that $\Delta\mu^*=-1.60$ eV and $T=1000$ K. The boundary lies $0.50$ eV below the value at 1 bar. At $0.099$ eV per decade this is five decades, so $p^*\approx10^{-5}$ bar. Below this pressure the phase with less oxygen is the stable one, because a lower $\mu_{\rm O}$ favours giving oxygen up to the gas.

The same number enters defect energies. Making an oxygen vacancy moves one atom from the solid to the reservoir, so the formation energy contains the term $+\mu_{\rm O}$. At 1000 K, each tenfold reduction of the pressure lowers this term by $0.099$ eV. For a charged vacancy this is the whole change only at a fixed Fermi level; in a real oxide the Fermi level can itself move with the pressure.

The reference must match the rest of the calculation. If the solids are described by electronic energies and the molecule by $E_{\rm el}$, then $\mu_{\rm O}=\frac12E_{\rm el}+\Delta\mu_{\rm O}+\omega/4$. Leaving out the last term would shift every boundary at which oxygen is exchanged by $0.05$ eV, which at 1000 K is half a decade in pressure. Describing the solids by electronic energies alone also neglects their own zero-point and thermal vibrations; that contribution moves the boundaries as well and has not been estimated here.

The numerical check tests the closed formula against explicit level sums. It also tests the factor $\frac12$ of part (a) by enumerating the ways in which oxygen can be shared between a set of solid sites and a finite gas.

## Values computed for the example and the checks

```
O2 triplet, unrestricted PBE, def2-SVP; O mass 16 u
S^2 expectation value: 2.0031; spin degeneracy g: 3
bond length r_e: 2.2934 bohr
force constant K: 0.7851 hartree/bohr^2
molecular mass m: 58332.4 electron masses
reduced mass m_r: 14583.1 electron masses
vibrational quantum w: 0.007338 hartree
rotational constant B: 6.5186e-06 hartree
At 1000 K and 1 bar:
kT: 0.0031668 hartree
pressure: 3.39893e-09 hartree/bohr^3
thermal wavelength: 0.18443 bohr
volume per molecule kT/p: 9.31708e+05 bohr^3
degeneracy measure p lam^3/kT: 6.73e-09
w/kT: 2.3170; B/kT: 2.058e-03
translation: factor 1.4853e+08, ln 18.8163, share of dmu -0.029794 hartree
spin: factor 3, ln 1.0986, share of dmu -0.001740 hartree
rotation: factor 242.91, ln 5.4927, share of dmu -0.008697 hartree
vibration: factor 1.1093, ln 0.1038, share of dmu -0.000164 hartree
sum of logarithms: 25.5113
MAIN dmu_O: -0.040395 hartree = -1.0992 eV
MAIN step per pressure decade: 0.003646 hartree = 0.0992 eV
zero-point energy per atom w/4: 0.001834 hartree
dmu_O from bare electronic energy: -0.038560 hartree = -1.0493 eV
Checks at 1000 K:
rotor sum, odd J: 243.0725; even J: 243.0725; kT/(2B): 242.9057
dmu_O from explicit level sums: -0.040396 hartree
decade step from explicit level sums: 0.003646 hartree
shared oxygen: site energy -0.040 hartree, filling 0.4629
  mu_O of sites: -0.040471 hartree; half mu of gas: -0.040470 hartree
Morse curve: a 1.336 1/bohr, D 0.220 hartree
shift of dmu_O by Morse levels: -2.45e-05 hartree
shift by excited state at rough gap 1 eV: -9.6e-09 hartree
lowest allowed rotation, per atom (B): 6.5e-06 hartree
dmu_O at 1 bar:
  T = 300 K: -0.274 eV; per decade 0.0298 eV
  T = 500 K: -0.495 eV; per decade 0.0496 eV
  T = 800 K: -0.851 eV; per decade 0.0794 eV
  T = 1000 K: -1.099 eV; per decade 0.0992 eV
  T = 1200 K: -1.355 eV; per decade 0.1191 eV
dmu_O at 1000 K:
  p = 1e-10 bar: -2.091 eV
  p = 1e-5 bar: -1.595 eV
  p = 1e-1 bar: -1.198 eV
  p = 1e0 bar: -1.099 eV
  p = 1e1 bar: -1.000 eV
```
